# The Dirac 1s State: Component Ratio, Mean r and Mean 1/r: verification in Python

```python
"""
Dirac 1s state (kappa = -1) in the field -Z/r of a fixed point nucleus.
Result under test, with gamma = sqrt(1 - (Z alpha)^2):
    Q/P = -(1 - gamma)/(Z alpha) at every r,
    <r> = (2 gamma + 1)/(2 Z),   <1/r> = Z/gamma,   E = gamma c^2.
P, Q : radial functions; the spinor is
       ( (P/r) chi , -i (Q/r) (sigma.rhat) chi ), chi a constant two-spinor.
E    : energy with the rest energy c^2 included.
Hartree atomic units, c = 1/alpha.
The numerical side integrates the radial equations inward from a distant wall
and finds the energy from a sign change near the nucleus; it never uses gamma.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq

alpha = constants.fine_structure
c = 1.0 / alpha
bohr_pm = constants.physical_constants["Bohr radius"][0] * 1e12
Z = 79


def radial_rhs(t, u, energy, charge):
    """Derivatives of P and Q with respect to t = ln r."""
    r = np.exp(t)
    P, Q = u
    dP = P + (r * (energy + c**2) + charge) / c * Q
    dQ = -Q - (r * (energy - c**2) + charge) / c * P
    return [dP, dQ]


def integrate_inward(e, charge, points=2):
    """Solve from r = 40/charge (where Q = 0) to r = 1e-6/charge; e = E/c^2."""
    t = np.linspace(np.log(40.0 / charge), np.log(1e-6 / charge), points)
    sol = solve_ivp(radial_rhs, (t[0], t[-1]), [1.0, 0.0], method="DOP853",
                    t_eval=t, args=(e * c**2, charge), rtol=1e-11, atol=1e-12)
    assert sol.success
    return t[::-1], sol.y[0][::-1], sol.y[1][::-1]


def inner_value(e, charge):
    """P next to the nucleus; it changes sign at a bound-state energy."""
    return integrate_inward(e, charge)[1][0]


def find_level(low, high, charge):
    return brentq(inner_value, low, high, args=(charge,),
                  xtol=1e-14, rtol=1e-14)


# Scan the gap between the continua: the first sign change is the lowest state
scan = np.linspace(-0.98, 0.93, 40)
signs = np.sign([inner_value(e, Z) for e in scan])
changes = np.nonzero(signs[1:] != signs[:-1])[0]
assert len(changes) == 1
i = changes[0]
e_num = find_level(scan[i], scan[i + 1], Z)

# Ratio, moments and lower-component weight of the numerical state
t, P, Q = integrate_inward(e_num, Z, 6001)
r = np.exp(t)
scale = np.max(np.abs(P))
P, Q = P / scale, Q / scale
density = P**2 + Q**2
norm = simpson(density * r, x=t)
r_num = simpson(density * r**2, x=t) / norm
inv_num = simpson(density, x=t) / norm
weight_num = simpson(Q**2 * r, x=t) / norm
window = (Z * r > 0.01) & (Z * r < 15.0)
ratio_num = Q[window] / P[window]

# Closed formulas
gamma = np.sqrt(1.0 - (Z * alpha)**2)
ratio = -(1.0 - gamma) / (Z * alpha)
r_mean = (2.0 * gamma + 1.0) / (2.0 * Z)
inv_mean = Z / gamma
weight = (1.0 - gamma) / 2.0

ratio_dev = np.max(np.abs(ratio_num - ratio))
assert abs(e_num - gamma) < 1e-8
assert ratio_dev < 1e-5      # limited by the finite inner radius
assert abs(r_num / r_mean - 1.0) < 1e-6
assert abs(inv_num / inv_mean - 1.0) < 1e-6
assert abs(weight_num / weight - 1.0) < 1e-6

# Hellmann-Feynman: slope of the numerical energy against nuclear charge
dZ = 0.05
e_up = find_level(0.7, 0.9, Z + dZ)
e_down = find_level(0.7, 0.9, Z - dZ)
slope = (e_up - e_down) * c**2 / (2.0 * dZ)
assert abs(-slope / inv_num - 1.0) < 1e-5

# Integral identity behind the lower bound E >= gamma c^2, on the 2s state
e_2s = find_level(0.93, 0.965, Z)
t2, P2, Q2 = integrate_inward(e_2s, Z, 6001)
r2 = np.exp(t2)
scale2 = np.max(np.abs(P2))
P2, Q2 = P2 / scale2, Q2 / scale2
dP2, dQ2 = radial_rhs(t2, (P2, Q2), e_2s * c**2, Z)
s = -ratio
w = P2 + s * Q2
dw = (dP2 + s * dQ2) / r2
k = Z * e_2s
lambda_sq = c**2 * (1.0 - e_2s**2)
square = (dw - (gamma / r2 - k / gamma) * w)**2
left = simpson(square * r2, x=t2) / simpson(w**2 * r2, x=t2)
right = k**2 / gamma**2 - lambda_sq
assert right > 0.0
assert abs(left / right - 1.0) < 1e-5

# Full four-component equation by finite differences, for both signs of Q/P
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero = np.zeros((2, 2))
dirac_alpha = [np.block([[zero, m], [m, zero]]) for m in pauli]
dirac_beta = np.diag([1.0, 1.0, -1.0, -1.0])
chi = np.array([0.6, 0.8j])


def spinor(x, q):
    d = np.linalg.norm(x)
    sigma_r = np.einsum("i,ijk->jk", x / d, pauli)
    radial = d**(gamma - 1.0) * np.exp(-Z * d)
    return radial * np.concatenate([chi, -1j * q * (sigma_r @ chi)])


def residual(x, q):
    """|H psi - E psi| / (c^2 |psi|) at the point x."""
    h = 1e-3 / Z
    psi = spinor(x, q)
    h_psi = c**2 * dirac_beta @ psi - Z / np.linalg.norm(x) * psi
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = h
        grad = (8.0 * (spinor(x + d, q) - spinor(x - d, q))
                - spinor(x + 2 * d, q) + spinor(x - 2 * d, q)) / (12.0 * h)
        h_psi = h_psi - 1j * c * dirac_alpha[axis] @ grad
    error = np.linalg.norm(h_psi - gamma * c**2 * psi)
    return error / (c**2 * np.linalg.norm(psi))


points = np.array([[0.3, -0.5, 0.7], [1.1, 0.4, -0.6], [-2.0, 1.5, 0.8]]) / Z
res_right = max(residual(x, ratio) for x in points)
res_wrong = min(residual(x, -ratio) for x in points)
assert res_right < 1e-8
assert res_wrong > 0.1

# Nonrelativistic limit: the same numerical road at small charge
e_light = find_level(0.99995, 0.99999, 1.0)
tl, Pl, Ql = integrate_inward(e_light, 1.0, 4001)
rl = np.exp(tl)
dl = Pl**2 + Ql**2
nl = simpson(dl * rl, x=tl)
r_light = simpson(dl * rl**2, x=tl) / nl
inv_light = simpson(dl, x=tl) / nl
mid = np.argmin(np.abs(rl - 1.0))
ratio_light = Ql[mid] / Pl[mid]
assert abs(r_light - 1.5) < 1e-4
assert abs(inv_light - 1.0) < 1e-4
assert abs(ratio_light / (-alpha / 2.0) - 1.0) < 1e-3

print(f"Z = {Z}")
print(f"alpha = {alpha:.10f}")
print(f"c = {c:.6f} a.u.")
print(f"Z alpha = {Z * alpha:.6f}")
print(f"gamma = {gamma:.6f}")
print("Closed formulas, 1s:")
print(f"Q/P = {ratio:.6f}")
print(f"lower-component weight (1-gamma)/2 = {weight:.6f}")
print(f"<r> = {r_mean:.7f} bohr = {r_mean * bohr_pm:.4f} pm")
print(f"<1/r> = {inv_mean:.4f} 1/bohr")
print(f"E - c^2 = {(gamma - 1.0) * c**2:.3f} hartree")
print("Numerical solution of the radial equations, 1s:")
print(f"E/c^2 = {e_num:.8f}")
print(f"Q/P smallest = {ratio_num.min():.6f}")
print(f"Q/P largest = {ratio_num.max():.6f}")
print(f"range of r for Q/P: {0.01 / Z:.6f} to {15.0 / Z:.4f} bohr")
print(f"lower-component weight = {weight_num:.6f}")
print(f"<r> = {r_num:.7f} bohr")
print(f"<1/r> = {inv_num:.4f} 1/bohr")
print(f"-dE/dZ = {-slope:.4f} hartree per unit charge")
print(f"sign changes for E/c^2 in [{scan[0]:.2f}, {scan[-1]:.2f}]: "
      f"{len(changes)}")
print("Nonrelativistic comparison:")
print(f"3/(2Z) = {1.5 / Z:.7f} bohr = {1.5 / Z * bohr_pm:.4f} pm")
print(f"nonrelativistic <1/r> = {Z:.4f} 1/bohr")
print(f"nonrelativistic energy -Z^2/2 = {-Z**2 / 2:.3f} hartree")
print(f"<r> ratio, Dirac/nonrel = {r_mean / (1.5 / Z):.5f}")
print(f"<1/r> ratio, Dirac/nonrel = {inv_mean / Z:.5f}")
print(f"-Z alpha/2 = {-Z * alpha / 2:.6f}")
print("Identity for the lower bound, numerical 2s state:")
print(f"E(2s)/c^2 = {e_2s:.8f}")
print(f"left side = {left:.3f} 1/bohr^2")
print(f"right side = {right:.3f} 1/bohr^2")
print("Four-component residual |H psi - E psi|/(c^2 |psi|):")
print(f"derived sign of Q/P, largest = {res_right:.1e}")
print(f"opposite sign of Q/P, smallest = {res_wrong:.3f}")
print("OK")
```

Printed output:

```
Z = 79
alpha = 0.0072973526
c = 137.035999 a.u.
Z alpha = 0.576491
gamma = 0.817104
Closed formulas, 1s:
Q/P = -0.317258
lower-component weight (1-gamma)/2 = 0.091448
<r> = 0.0166722 bohr = 0.8823 pm
<1/r> = 96.6830 1/bohr
E - c^2 = -3434.587 hartree
Numerical solution of the radial equations, 1s:
E/c^2 = 0.81710360
Q/P smallest = -0.317258
Q/P largest = -0.317257
range of r for Q/P: 0.000127 to 0.1899 bohr
lower-component weight = 0.091448
<r> = 0.0166722 bohr
<1/r> = 96.6830 1/bohr
-dE/dZ = 96.6830 hartree per unit charge
sign changes for E/c^2 in [-0.98, 0.93]: 1
Nonrelativistic comparison:
3/(2Z) = 0.0189873 bohr = 1.0048 pm
nonrelativistic <1/r> = 79.0000 1/bohr
nonrelativistic energy -Z^2/2 = -3120.500 hartree
<r> ratio, Dirac/nonrel = 0.87807
<1/r> ratio, Dirac/nonrel = 1.22384
-Z alpha/2 = -0.288245
Identity for the lower bound, numerical 2s state:
E(2s)/c^2 = 0.95317984
left side = 6775.482 1/bohr^2
right side = 6775.482 1/bohr^2
Four-component residual |H psi - E psi|/(c^2 |psi|):
derived sign of Q/P, largest = 2.2e-12
opposite sign of Q/P, smallest = 1.180
OK
```
